# Drive-Level Capacitance Profiling with a Spatially Nonuniform Charge Response

A one-sided junction of area $A$ lies on n-type material of permittivity $\varepsilon$. Depth $x$ is measured from the contact, all the voltage drops in the n-type side, and the bulk far from the contact stays neutral. A sinusoidal voltage of peak-to-peak size $p$ is applied, and a lock-in amplifier records the capacitance $C(p)$ at the drive frequency. The problem asks what density can be found from the coefficients in

$$C(p)=C_0+C_1p+C_2p^2+\dots$$

and what that density means when dopants and traps vary with depth.

Let $u$ be the added reverse voltage, counted from a reference bias, and let $\sigma(u)$ be the added positive charge per area in the semiconductor, with $\sigma(0)=0$. In parts (a) to (e) every electronic state either follows the drive completely or keeps an occupancy that does not depend on $p$. Then $\sigma$ is a function of $u$ without memory. Part (f) examines where this fails. The elementary charge is $q>0$.

## (a) Capacitance of an arbitrary response

**Question.** A voltage step $u$ changes the charge density by $\Delta\rho(x)$, of any shape. Relate $\sigma/u$ to that shape.

**Solution.** Let $\psi(x)$ be the upward bending of the conduction band, in volts. It is minus the electrostatic potential, so Poisson's equation reads $\psi''=\rho/\varepsilon$. Subtract the equations after and before the step. Deep in the bulk neither $\psi$ nor $\psi'$ changes, so one integration from $x$ to the bulk gives

$$\Delta\psi'(x)=-\frac1\varepsilon\int_x^\infty\Delta\rho(x')\,dx'.$$

Integrate again, from the contact to the bulk, and exchange the order of integration:

$$u=\Delta\psi(0)=-\int_0^\infty\Delta\psi'\,dx=\frac1\varepsilon\int_0^\infty dx'\,\Delta\rho(x')\int_0^{x'}dx=\frac1\varepsilon\int_0^\infty x\,\Delta\rho\,dx.$$

Since $\sigma=\int\Delta\rho\,dx$,

$$\frac{A\sigma}{u}=\frac{\varepsilon A}{\langle x\rangle},\qquad \langle x\rangle=\frac{\int x\,\Delta\rho\,dx}{\int\Delta\rho\,dx}.$$

A capacitance therefore measures the centroid of the responding charge. For an infinitesimal step call this centroid $D(u)$. The small-signal capacitance is

$$C_d(u)=A\frac{d\sigma}{du}=\frac{\varepsilon A}{D(u)}.$$

## (b) What the lock-in measures

**Question.** Write $A\sigma=c_0u+c_1u^2+c_2u^3+\dots$. Find $C_0$, $C_1$ and $C_2$ when the dc bias is shifted with $p$ so that the forward-most extreme of the voltage stays at $u=0$. What happens if the mean voltage is held fixed instead?

**Solution.** Put $a=p/2$. The mean reverse voltage must rise by $a$, so $u=a(1+\cos\theta)$. The measured capacitance is the coefficient of $\cos\theta$ in the charge, divided by the amplitude $a$. The powers needed are

$$(1+\cos\theta)^2=1+2\cos\theta+\cos^2\theta,$$
$$(1+\cos\theta)^3=1+3\cos\theta+3\cos^2\theta+\cos^3\theta.$$

The square of the cosine has no fundamental, and $\cos^3\theta=\tfrac34\cos\theta+\tfrac14\cos3\theta$. The fundamentals are thus $2$ and $3+\tfrac34=\tfrac{15}4$, and

$$C=\frac1a\left(c_0a+2c_1a^2+\tfrac{15}{4}c_2a^3+\dots\right)=c_0+c_1p+\tfrac{15}{16}c_2p^2+\dots$$

Hence

$$C_0=c_0,\qquad C_1=c_1,\qquad C_2=\tfrac{15}{16}c_2 .$$

The first two coefficients equal those of the secant capacitance $A\sigma(p)/p$; the third does not.

If the mean is fixed, $u=a\cos\theta$ about that mean. Replacing $a$ by $-a$ is the same as shifting $\theta$ by $\pi$, which cannot alter the measured ratio. $C$ is then even in $a$ and has no linear term. Finding a density from the linear coefficient therefore needs the shifted bias.

## (c) The density from the linear coefficient

**Question.** Define the charge uncovered per unit advance of the centroid,

$$N_{DL}=\frac1q\frac{d\sigma}{dD},$$

and express it through $C_0$ and $C_1$.

**Solution.** From part (a), $du=D\,d\sigma/\varepsilon$. With $d\sigma=qN_{DL}\,dD$ this becomes

$$du=\frac{qN_{DL}D}{\varepsilon}\,dD,\qquad \frac{dD}{du}=\frac{\varepsilon}{qN_{DL}D}.$$

Differentiate $C_d=\varepsilon A/D$:

$$\frac{dC_d}{du}=-\frac{\varepsilon A}{D^2}\,\frac{\varepsilon}{qN_{DL}D}=-\frac{\varepsilon^2A}{qN_{DL}D^3}=-\frac{C_d^3}{q\varepsilon A^2N_{DL}},$$

where the last step used $D^3=\varepsilon^3A^3/C_d^3$. The charge series gives $C_d=c_0+2c_1u+3c_2u^2+\dots$, so at $u=0$ the slope is $2c_1=2C_1$. Therefore

$$\boxed{N_{DL}=-\frac{C_0^3}{2q\varepsilon A^2C_1}},\qquad D=\frac{\varepsilon A}{C_0}.$$

The factor 2 arises because $C_1$ belongs to a finite swing, whose capacitance changes half as fast as the small-signal value at its far end. The minus sign makes $N_{DL}$ positive when the responding charge moves away from the contact.

No shape was assumed for the response. Whatever it is, the junction acts like a sharp depletion edge at depth $D$ moving through a density $N_{DL}(D)$. Whether that number is the density of anything at a definite place is a separate question, taken up in part (e).

## (d) The gradient from the quadratic coefficient

**Question.** Find $g=D\,d\ln N_{DL}/dD$ from the three coefficients.

**Solution.** Let a prime denote $d/du$ in this part. Part (c) gives $C_d'=-\text{const}\cdot C_d^3/N_{DL}$. Its logarithmic derivative is

$$\frac{C_d''}{C_d'}=3\frac{C_d'}{C_d}-\frac{N_{DL}'}{N_{DL}}.$$

Because $D=\varepsilon A/C_d$, one has $D'=-D\,C_d'/C_d$, and

$$\frac{N_{DL}'}{N_{DL}}=\frac{d\ln N_{DL}}{dD}\,D'=-g\,\frac{C_d'}{C_d}.$$

Insert this and multiply by $C_d/C_d'$:

$$\frac{C_dC_d''}{C_d'^2}=3+g.$$

At $u=0$, $C_d'=2c_1$ and $C_d''=6c_2$, so $g=3c_0c_2/(2c_1^2)-3$. With $c_2=\tfrac{16}{15}C_2$,

$$\boxed{g=3\left[\frac{8\,C_0C_2}{15\,C_1^2}-1\right]}.$$

A constant profile has $C_2=15C_1^2/(8C_0)$, which is not zero: curvature of $C(p)$ is not by itself a sign of nonuniformity. The bracket is a difference of two nearly equal numbers when the gradient is weak, so the gradient demands much better data than the density.

## (e) Following traps in uniform and nonuniform material

**Question.** Acceptor traps of density $T(x)$ follow the drive. With traps filled, the net positive fixed charge equals the free-electron density $n(x)$ of the neutral material; with traps emptied it is $n+T$. Find $N_{DL}$ first for uniform material, then for a varying profile with sharp fronts.

**Solution, uniform material.** Let the layer next to the contact be fully emptied, with density $N=n+T$. Every deeper part of the space charge is a function of the local $\psi$, so a larger voltage shifts the whole tail rigidly by some $\delta$ and lengthens the emptied layer by $\delta$. Thus $d\sigma=qN\,d\delta$. The surface voltage grows by the surface field times the shift, $du=F_0\,d\delta$, so

$$D=\varepsilon\frac{du}{d\sigma}=\frac{\varepsilon F_0}{qN}.$$

By Gauss's law $\varepsilon\,dF_0=d\sigma$. Hence $dD=d\sigma/(qN)=d\delta$, and $N_{DL}=N$. The shape and width of the tail drop out.

**Solution, varying profile.** Traps are empty for $x<y$ and full for $x>y$; free electrons are absent for $x<W$. Let $\lambda=W-y$, and let $\bar n$ be the mean of $n$ over $y<x<W$. The trap level crosses the Fermi level after a potential drop $\psi_t$, taken as constant:

$$\frac q\varepsilon\int_y^W(x-y)\,n(x)\,dx=\psi_t.$$

Differentiate with respect to $y$. The upper limit contributes $\lambda n(W)\,dW/dy$, and the factor $x-y$ contributes $-\lambda\bar n$; the lower limit gives nothing. So

$$\frac{dW}{dy}=\frac{\bar n}{n(W)}.$$

The two fronts add charge at $y$ and at $W$:

$$\frac{d\sigma}{q}=T(y)\,dy+n(W)\,dW=M\,dy,\qquad M=T(y)+\bar n.$$

Their centroid is

$$D=\frac{yT(y)+W\bar n}{M}=y+\frac{\lambda\bar n}{M}.$$

To differentiate it, note that $\lambda\bar n=\int_y^Wn\,dx$ has derivative $n(W)\,dW/dy-n(y)=\bar n-n(y)$. Therefore

$$\frac{dD}{dy}=1+\frac{\bar n-n(y)}{M}-\frac{\lambda\bar n}{M^2}\frac{dM}{dy},\qquad \boxed{N_{DL}=\frac{M}{dD/dy}}.$$

For constant $n$ and $T$ the derivative is 1 and $N_{DL}=n+T$, as before. Otherwise the result mixes the trap density at $y$ with free density averaged up to $W$. In general it is not the density at one place. Without traps it equals $n(W)$ for any profile. With traps and smooth profiles it approaches the emptied density $n+T$ at depth $D$, because the terms of first order in $\lambda$ cancel. The sharp fronts also require smooth profiles on the scale of the Debye length.

## (f) Traps too slow for the drive

**Question.** The drive is now too fast for the traps. Compare three cases: trap occupancy pinned at its value for the forward-most extreme; ordinary high-frequency C–V profiling, where traps follow the dc bias; and occupancy set by the average over a drive cycle.

**Solution, pinned occupancy.** Newly depleted traps stay filled, so $d\sigma=qn(W)\,dW$ and $D=W$. Thus $N_{DL}=n(W)$. Subtracting this from the low-frequency density suggests itself as a measure of the traps.

**Solution, C–V.** The small-signal capacitance is $C_{hf}=\varepsilon A/W$, but a slow change of bias $V$ moves both fronts:

$$dV=\frac q\varepsilon\left[Wn(W)\,dW+yT(y)\,dy\right],\qquad dy=\frac{n(W)}{\bar n}\,dW.$$

The C–V density is

$$N_{CV}=-\frac{C_{hf}^3}{q\varepsilon A^2\,dC_{hf}/dV}=\frac{\varepsilon}{qW}\frac{dV}{dW}=n(W)\left[1+\frac{y\,T(y)}{W\,\bar n}\right].$$

It contains part of the trap density although the traps do not follow the measuring signal.

**Solution, cycle average.** Let $f$ be the filled fraction, $e$ the emission rate and $\gamma$ the capture coefficient, so that $\dot f=\gamma n_e(1-f)-ef$, with $n_e$ the instantaneous electron density. If $f$ barely changes in one cycle, averaging gives

$$f=\frac{\langle n_e\rangle}{\langle n_e\rangle+e/\gamma}.$$

The density $n_e$ depends exponentially on $\psi$. For a local swing of $\psi$ well above $kT/q$, the average is dominated by the forward-most part of the cycle, which favours pinning. For a swing well below $kT/q$, $\langle n_e\rangle$ equals the density at the mean bias up to terms of order $p^2$. The traps then follow the mean, which lies $p/2$ above the fixed forward-most extreme $V_0$, and

$$C(p)=C_{hf}(V_0+p/2)+O(p^2),\qquad C_1=\frac12\frac{dC_{hf}}{dV}.$$

Inserted in part (c), this gives $N_{DL}=N_{CV}$. Taken strictly as the slope at zero drive, $C_1$ yields the C–V density. Pinning can be approached only by data at large drive.

## (g) Damaged silicon

**Question.** Evaluate the results for phosphorus-doped silicon at 300 K containing phosphorus–vacancy pairs, and judge the approximations.

**Solution.** The rough, round parameters are $P=2\times10^{15}\ \mathrm{cm^{-3}}$ phosphorus before damage, and an acceptor level 0.45 eV below the conduction band with unit degeneracy factor. The pairs have a Gaussian profile of peak $5\times10^{14}\ \mathrm{cm^{-3}}$, centred at 3 µm with standard deviation 1 µm. Each pair removes one donor, and when filled it carries one negative charge, so $n=P-2T$ and $n+T=P-T$. The area is 1 mm², the barrier 0.8 eV and the reverse bias at the fixed extreme 4 V.

Poisson's equation was solved numerically with Boltzmann electrons and thermal trap occupation, and the fundamental of the charge was computed for ten drives from 0.1 to 1 V. For following traps, a fifth-degree fit gives

$$C_0=58.552\ \mathrm{pF},\quad C_1=-3.468\ \mathrm{pF/V},\quad C_2=0.3493\ \mathrm{pF/V^2}.$$

The centroid depth is $D=1.769$ µm. Using $\varepsilon A=C_0D$ in the density formula,

$$N_{DL}=\frac{C_0^2}{2qAD|C_1|}=\frac{(58.552\times10^{-12})^2}{2(1.602\times10^{-19})(0.01)(1.769\times10^{-4})(3.468\times10^{-12})}\ \mathrm{cm^{-3}},$$

which is $1.744\times10^{15}\ \mathrm{cm^{-3}}$. A plain quadratic fit to the same drives gives $1.757\times10^{15}$, or 0.8 % more, because it forces higher terms into the lower coefficients.

The gradient is

$$g=3\left[\frac{8(58.552)(0.3493)}{15(3.468)^2}-1\right]\approx3(0.907-1)\approx-0.28.$$

Densities measured at biases 0.25 V to either side give $-0.279$, against $-0.280$ from the coefficients. This tests part (d) without using $C_2$ twice. The plain quadratic fit, only 0.8 % off in the density, gives $g\approx-0.73$ and is useless for the gradient.

For the two-front formula, the field of a Boltzmann tail obeys $F^2=(2qn/\varepsilon)(\psi-kT/q)$ once $\psi\gg kT/q$. A sharp edge reproduces that field if its drop is reduced by $kT/q$, which gives $\psi_t=0.170$ V here. At the measured $D$ the fronts lie at $y=1.427$ µm and $W=1.800$ µm. Then

$$M=(0.145+1.616)\times10^{15}=1.761\times10^{15}\ \mathrm{cm^{-3}},\qquad N_{DL}=\frac{M}{1.008}=1.746\times10^{15}\ \mathrm{cm^{-3}}.$$

This is 0.16 % from the full solution. The agreement varies with bias: at 0.5, 2, 8 and 14 V the differences are $+0.15$, $+0.26$, $-0.8$ and $-0.3$ %. The emptied density at the trap crossing, $1.855\times10^{15}$, is 6 % above the measured value. At depth $D$ it is $1.766\times10^{15}$, within 1.3 %; for smooth profiles, expanding the formula of part (e) in small $\lambda$ gives the emptied density at $D$, with an error of order $\lambda^2$.

For slow traps the densities, in $10^{15}\ \mathrm{cm^{-3}}$, are:

| Treatment of slow traps | Density |
|---|---|
| Pinned occupancy | 1.510 |
| High-frequency C–V | 1.618 |
| Cycle average, drives to 30 mV | 1.619 |
| Cycle average, drives to 1 V | 1.598 |

The pinned value agrees with $n=1.513$ at $W$, and the second and third rows agree as part (f) requires. The last row, from a quadratic fit, stays near the C–V value. At 1 V the local swing at the trap crossing, computed with pinned occupancy, is 0.255 V, or 9.9 $kT/q$. Even so, pinning is not reached: the capacitance lies 91 %, 61 % and 40 % of the way from the pinned value to the value for traps following the mean bias at drives of 0.1, 0.5 and 1 V. The quadratic fit also has its own bias. With the same fit, pinned traps give 1.521 and traps following the mean give 1.631, while a fifth-degree fit to the cycle-average data gives 1.622. Subtracting the pinned density from the low-frequency one gives $2.34\times10^{14}\ \mathrm{cm^{-3}}$; the cycle-averaged value for drives to 30 mV gives $1.25\times10^{14}$, which is 47 % less. (The last row is not used here, because the error of its quadratic fit is not negligible beside so small a difference.) In this example the frequency contrast is far more sensitive to trap kinetics than either density alone.

Real irradiated silicon usually contains other defects too, and damage from a single ion energy can be much narrower than this profile. Several traps would add further fronts, and a narrow peak would strain the two-front formula; neither shift was computed. With a rough emission rate of $4.7\times10^4\ \mathrm{s^{-1}}$, the traps follow at 200 Hz, where $(\omega/e)^2=7\times10^{-4}$, and are slow at 1 MHz, where $e/\omega=0.007$. The first power matters here, even at vanishing drive. A trap relaxes at the rate $\gamma n_e+e=e/(1-f)$, so the nearly filled traps beyond the crossing, with $1-f\lesssim e/\omega$, still follow. For a rigidly shifted tail the in-phase share of the trap response is estimated by $\int_0^1df/[1+(\omega/e)^2(1-f)^2]=(e/\omega)\arctan(\omega/e)\approx\tfrac{\pi}{2}\,e/\omega$. In this junction the share is about 0.8 % at 1 MHz, and it raises the small-drive density by less than 0.1 %. The edge capacitance is of order 0.6 % of $C_0$. This estimate, the perimeter times $\varepsilon$, does not depend on voltage. It adds to $C_0$ but not to $C_1$, and so raises $N_{DL}$, which varies as $C_0^3/C_1$, by about 1.9 %. The series resistance of an undamaged wafer 0.3 mm thick gives $\omega RC=0.003$ at 1 MHz. The largest field, 0.058 MV/cm, is well below the rough 0.3 MV/cm at which silicon of this doping breaks down. The Debye length of 105 nm limits the detail that can be resolved in the free-electron density. Fine structure in the density of following traps can instead appear exaggerated, through the term with $dM/dy$ in part (e). The remaining values are in the numerical output.

## Calculated quantities

```
Temperature 300 K, kT/q 25.85 mV, Nc 2.816e+19 cm^-3
Area 1.0 mm^2, phosphorus 2.00e+15 cm^-3
Trap peak 5.0e+14 cm^-3 at 3.0 um, sd 1.0 um
Trap depth 0.45 eV, barrier 0.8 eV, reverse 4.0 V
Low-frequency C at drive 0.2 V: 57.8722 pF
Low-frequency C at drive 0.4 V: 57.2182 pF
Low-frequency C at drive 0.6 V: 56.5883 pF
Low-frequency C at drive 0.8 V: 55.9810 pF
Low-frequency C at drive 1.0 V: 55.3947 pF
C0 58.5523 pF
C1 -3.4683 pF/V
C2 0.3493 pF/V^2
Centroid depth D 1.7693 um
N_DL, traps following: 1.7436e+15 cm^-3
N_DL from plain quadratic fit: 1.7570e+15 cm^-3
Lock-in C2 / secant C2: 0.9376 (15/16 = 0.9375)
Linear coefficient, fixed mean: 2.5e-07 pF/V
1 V secant C 55.4129 pF, centroid 1.8695 um
D dlnN/dD from C2: -0.2797
D dlnN/dD from neighbouring biases: -0.2788
Uniform test: N_DL 1.7000e+15, emptied 1.7000e+15 cm^-3
Potential drop between fronts 0.1703 V
Trap crossing y 1.4270 um, edge W 1.8000 um
T(y) 1.4510e+14, mean n 1.6155e+15 cm^-3
M = T(y) + mean n: 1.7606e+15 cm^-3
dD/dy 1.0081
Two-front N_DL 1.7464e+15 cm^-3, error 0.16 %
Emptied density at y 1.8549e+15, at D 1.7655e+15 cm^-3
Slow traps pinned: N_DL 1.5095e+15 cm^-3 at 1.8000 um
Free density at that depth 1.5133e+15 cm^-3
High-frequency C-V density 1.6184e+15 cm^-3
C-V density from two-front formula 1.6210e+15 cm^-3
Slow traps, cycle average, drives to 30 mV: 1.6186e+15 cm^-3
Slow traps, cycle average, drives to 1 V: 1.5978e+15 cm^-3
Local swing at trap crossing, 1 V drive: 0.255 V = 9.9 kT/q
Emission rate 4.66e+04 1/s (rough)
(omega/e)^2 at 200 Hz 7.3e-04; (e/omega)^2 at 1 MHz 5.5e-05
Series resistance 6.9 ohm, omega R C at 1 MHz 2.6e-03
Edge capacitance scale 0.63 % of C0
Largest field 0.0576 MV/cm; tunnelling E00 0.476 meV
Debye length 105 nm; P/Nc 7.1e-05
```
